\section*{Slow Ligand Loss and Growth per Cycle in Atomic Layer Epitaxy}

\section{Two pulses of equal dose}

Suppose a precursor pulse has been lengthened until the growth per cycle seems to level off, and the process is then specified by its dose, pressure times duration. For the model precursor treated below, at 550 K, a dose of 10 Pa s delivered as 1 Pa for 10 s deposits 0.277 nm per cycle. The same dose delivered as 10 Pa for 1 s deposits 0.118 nm. If adsorption were the whole story, both pulses would deposit one saturated layer, 0.100 nm. A surplus read as slow filling of the last sites would give a wrong site density, and a recipe carried to another pressure at fixed dose would give a wrong thickness.

In this model the missing process is slow, purely thermal loss of the ligands that make adsorption self-limiting; a real surplus can have other causes. I start without it, add it, and then allow it to damage the surface.

\section{First case: adsorption alone}

The surface has $N$ identical, independent sites per unit area, all empty at $t=0$, when a square pulse of constant, uniform pressure $p$ begins. An adsorbed molecule leaves one atom of the growing material on its site, and its remaining ligands block that site. Nothing desorbs intact.

The rate at which molecules strike the surface follows from the Maxwell distribution of the velocity component $v$ towards it. With gas density $p/k_BT$ and molecular mass $m$,
\begin{align}
J&=\frac{p}{k_BT}\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv \nonumber\\
&=\frac{p}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{align}
Each site receives $J/N$ impacts per unit time. If an impact on an empty site reacts with probability $s$, the adsorption rate of an empty site is
\begin{equation}
a=\frac{sJ}{N}.
\end{equation}

Let $\theta$ be the fraction of covered sites. Then $\theta'=a(1-\theta)$ with $\theta(0)=0$, so $\theta=1-e^{-at}$. Each covered site holds one deposited atom, and the number of atoms deposited per site, $M$, equals $\theta$. It cannot exceed one. Since $a\propto p$, the product $at$ depends on pressure and duration through the dose $pt$ alone. In this case dose is the right variable.

After the pulse comes a purge without precursor, and then a coreactant that I assume restores every site. Each cycle therefore starts from $\theta=0$. If the film contains $n$ deposited atoms per unit volume, the growth per cycle is
\begin{equation}
G=\frac{N}{n}\,M .
\end{equation}

The example uses round model parameters: $m=200$ u, $p=1$ Pa, $s=0.01$, $N=4$ nm$^{-2}$ and $n=40$ nm$^{-3}$. One atom per site is thus $4/40=0.100$ nm. Gas and surface share one temperature. At 550 K the flux is 7944 nm$^{-2}$ s$^{-1}$, so $a=0.01\times7944/4=19.9$ s$^{-1}$, and the surface fills in a few times 0.05 s.

\section{Second case: ligand loss reopens the site}

Now let a covered site lose its blocking ligands at rate $d$. The deposited atom stays, and the site can adsorb again. The coverage obeys
\begin{equation}
\theta'=a(1-\theta)-d\,\theta ,\qquad \theta(0)=0 .
\end{equation}
Define
\begin{equation}
\lambda=a+d,\qquad r=\frac da,\qquad q=\frac a\lambda=\frac1{1+r}.
\end{equation}
The balance becomes $\theta'+\lambda\theta=a$. Multiplying by $e^{\lambda t}$ turns the left side into $(\theta e^{\lambda t})'$. Integrating from zero gives $\theta e^{\lambda t}=(a/\lambda)(e^{\lambda t}-1)$, or
\begin{equation}
\theta=q\left(1-e^{-\lambda t}\right).
\end{equation}

Coverage no longer counts the deposited atoms, because a reopened site has kept its atom. The count grows with each adsorption event:
\begin{align}
M'&=a(1-\theta)=a(1-q)+aq\,e^{-\lambda t}\nonumber\\
&=qd+aq\,e^{-\lambda t}. \label{rate}
\end{align}
The last step uses $1-q=d/\lambda$, so that $a(1-q)=ad/\lambda=qd$. Integrating with $M(0)=0$, and using $aq/\lambda=q^2$,
\begin{equation}
M(t)=q\,d\,t+q^2\left(1-e^{-\lambda t}\right). \label{main}
\end{equation}

This was tested against random histories of single sites, which use no rate equation. For $a=5$ s$^{-1}$, $d=1$ s$^{-1}$ and $t=4$ s, the simulated mean is $4.033\pm0.003$ atoms per site (one standard error), and Eq.~\eqref{main} gives 4.028.

\subsection{Limits}

\emph{No loss.} For $d\to0$, $q\to1$ and $\lambda\to a$, which returns $M=1-e^{-at}$.

\emph{Short pulse.} To first order in $t$, $M\approx(qd+q^2\lambda)t$. Since $q\lambda=a$, this is $q(d+a)t=q\lambda t=at$. Ligand loss has had nothing to act on yet.

\emph{Slow loss, long pulse.} Once $\lambda t\gg1$ the exponential is gone and a straight line remains, with slope $S$ and intercept $I$:
\begin{equation}
M\simeq St+I,\qquad S=qd=\frac{1}{1/a+1/d},\qquad I=q^2 .
\end{equation}
The slope is the inverse of the mean time for one round of adsorption ($1/a$) and ligand loss ($1/d$). For $r\ll1$ the line is $M\approx1+dt$ to leading order: one filled layer, plus one further atom for each ligand-loss event.

\emph{Fast loss.} For $r\gg1$, $q\approx1/r$ is small and $S\to a$. Then $M\approx at$ throughout. Sites reopen so quickly that self-limitation is lost, and growth is continuous deposition at the adsorption rate $a$ of an empty site.

\subsection{Reading the late line}

The ratio
\begin{equation}
\frac SI=\frac{d}{q}=d(1+r)
\end{equation}
does not contain $N/n$, so it can be taken directly from thickness data. At 550 K a straight line fitted to numerically integrated growth between 5 and 20 s has slope 0.01783 nm s$^{-1}$ and intercept 0.09821 nm. Their ratio is 0.182 s$^{-1}$, against $d=0.180$ s$^{-1}$; the relative difference is $r=0.009$. The intercept lies 1.8\% below the true layer of 0.100 nm, because $q^2\approx1-2r$.

\section{Is there a plateau at all?}

Differentiating Eq.~\eqref{rate}, with $q\lambda=a$,
\begin{equation}
M''=-aq\lambda\,e^{-\lambda t}=-a^2e^{-\lambda t}<0 .
\end{equation}
On a linear time axis the curve bends downwards everywhere. Its slope falls from $a$ towards $qd$ and never rises again. To say that the growth first saturates and then increases is therefore loose wording: a steep rise passes into a gentle one, and for $r\ll1$ the gentle one looks flat over times much shorter than $1/d$.

On a logarithmic time axis a flattening followed by a steepening can appear. The slope on that axis is $dM/d\ln t=tM'$. Put $x=\lambda t$. In Eq.~\eqref{rate}, $qd/\lambda=q^2r$, because $d/\lambda=ra/\lambda=rq$, and $aq/\lambda=q^2$. Hence
\begin{equation}
\frac{dM}{d\ln t}=q^2\left(rx+xe^{-x}\right). \label{logslope}
\end{equation}
Its derivative with respect to $x$ is $q^2[r-(x-1)e^{-x}]$, which vanishes where
\begin{equation}
(x-1)e^{-x}=r .
\end{equation}
The left side has derivative $(2-x)e^{-x}$. It rises from $-1$ at $x=0$ to its maximum $e^{-2}$ at $x=2$, then falls towards zero. For $0<r<e^{-2}$ there are two solutions, one on each side of $x=2$. Between them the logarithmic slope decreases; outside them it increases. The first solution is a local maximum of this slope, the second a local minimum: the plateau. For $r\ge e^{-2}$ there is no interval of decrease. The criterion is
\begin{equation}
\frac da<e^{-2}\approx0.135 .
\end{equation}
Numerical curves with $r$ ten per cent below and above this limit were tested: the first has the interval of decrease and the second does not.

To locate the flattest point, set $y=x-1$. Then $ye^{-y}=er$, or $(-y)e^{-y}=-er$, which defines the Lambert function $W$ through $-y=W(-er)$. The minimum has $y>1$, which selects the branch $W_{-1}\le-1$:
\begin{equation}
x_*=1-W_{-1}(-er).
\end{equation}
Substituting $e^{-x_*}=r/(x_*-1)$ into Eq.~\eqref{logslope},
\begin{equation}
\left.\frac{dM}{d\ln t}\right|_{x_*}=q^2r\,x_*\left(1+\frac1{x_*-1}\right)=\frac{q^2r\,x_*^2}{x_*-1}.
\end{equation}

\subsection{Closing of the window with temperature}

Let ligand loss be thermally activated, $d=\nu e^{-E/k_BT}$, with $\nu=10^{13}$ s$^{-1}$ and $E=1.5$ eV. At 550 K, $r=0.180/19.86=0.0091$ and $x_*=6.39$. The flattest pulse lasts $t_*=6.39/(19.86+0.18)=0.319$ s. There $q=0.991$, and
\begin{equation}
M=0.991\times0.180\times0.319+0.982\,(1-e^{-6.39})\approx1.037,
\end{equation}
or 0.104 nm. The other temperatures give, at 1 Pa,

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $r$ & $t_*$ (s) & $G(t_*)$ (nm) & slope (nm/decade)\\
500 & 0.000365 & 0.49 & 0.100 & 0.001\\
550 & 0.0091 & 0.32 & 0.104 & 0.016\\
600 & 0.132 & 0.10 & 0.093 & 0.096\\
650 & 1.28 & -- & -- & --
\end{tabular}
\end{center}

The last column gives the slope at the flattest point itself. At 500 K this is about one per cent of a layer per decade of time, but the curve is steeper on either side: between 0.275 and 2.75 s, a full decade, the growth rises by about two per cent of a layer. At 600 K the plateau still exists by the criterion, but even its least slope is nearly a full layer per decade, so it has no practical use. It vanishes at about 600 K (600.5 K for these parameters). The criterion marks where the dip in $dM/d\ln t$ disappears. It belongs to this choice of axes: on log-log axes the slope starts and ends at one and dips in between for every $r$. A usable process needs a much smaller $r$. Since $r\propto1/p$ at fixed temperature, higher pressure raises the upper temperature limit (to 651 K at 10 Pa), but only for a correspondingly shorter pulse: at 600 K the flattest point moves from 0.10 to 0.03 s, while a pulse of fixed length, 0.3 s, deposits 0.172 nm at 10 Pa against 0.145 nm at 1 Pa.

\section{Dose or duration}

Write $a=\alpha p$ and $D=pt$. Equation~\eqref{main} becomes
\begin{equation}
M=q\,d\,t+q^2\left(1-e^{-\alpha D-dt}\right).
\end{equation}
For $r\ll1$ the filling term is governed by the dose, since $dt\ll\alpha D$, while the late rise is governed by the time available for ligand loss. At fixed pressure the growth after filling is also linear in dose, with slope $qd/p$ per site, but that slope changes with pressure. Raising the pressure by a factor $c$ replaces $r$ by $r/c$, so the late slope in time changes by the factor
\begin{equation}
\frac{S(cp)}{S(p)}=\frac{1+r}{1+r/c}.
\end{equation}
For $c=10$ at 550 K this is $1.0091/1.0009=1.008$: ten times the pressure raises the late rate by 0.8\%.

The two pulses of the opening can now be added up. At 1 Pa for 10 s,
\begin{equation}
G=0.09821+0.01783\times10\approx0.277\ \text{nm}\quad(2.77\ \text{\AA}).
\end{equation}
At 10 Pa for 1 s the intercept is $0.100/(1.0009)^2=0.0998$ nm and the slope $0.0180$ nm s$^{-1}$, so $G=0.118$ nm (1.18~\AA). Both pulses fill the surface; the first leaves ten times longer for ligands to be lost.

The conclusion reverses for $r\gg1$. There $M\approx at=\alpha D$, and dose is again the controlling variable, now without saturation. Because $r\propto1/p$, for pulses long enough for ligand loss to act this needs $r\gg1$ at every pressure being compared; pulses with $dt\ll1$ are governed by dose at any $r$.

The growth per cycle at 1 Pa shows both stages:

\begin{center}
\begin{tabular}{cccc}
$t$ (s) & no loss, 550 K & 500 K & 550 K\\
0.03 & 0.045 & 0.046 & 0.045\\
0.3 & 0.100 & 0.100 & 0.103\\
3 & 0.100 & 0.102 & 0.152\\
30 & 0.100 & 0.123 & 0.633
\end{tabular}
\end{center}

All growth values are in nm. At 0.03 s the colder surface is slightly ahead, because $a\propto T^{-1/2}$ at fixed pressure when $s$ is taken independent of temperature, as here; an adsorption barrier of only about 0.02 eV would reverse this order. At 30 s the order is reversed by a wide margin: $d$ rises from 0.0076 to 0.180 s$^{-1}$ between 500 and 550 K, a factor of about 24. A pulse series that stops at 0.3 s would hardly separate the two temperatures.

\section{Third case: some sites die}

The linear rise rests on each ligand loss reopening a site. Suppose this happens with probability $f$, and that otherwise the site stays inert until the coreactant restores it. Let $\epsilon$ and $\theta$ be the empty and covered fractions:
\begin{align}
\epsilon'&=-a\epsilon+fd\,\theta,&\epsilon(0)&=1,\label{empty}\\
\theta'&=a\epsilon-d\,\theta,&\theta(0)&=0,
\end{align}
with $M'=a\epsilon$.

For an unlimited pulse the total follows by counting. Every site adsorbs once. It adsorbs a second time with probability $f$, a third time with probability $f^2$, and so on:
\begin{equation}
M(\infty)=1+f+f^2+\dots=\frac1{1-f},\qquad f<1 .
\end{equation}
Integration of the rate equations over a long pulse gives 1.000, 2.000 and 10.000 atoms per site for $f=0$, 0.5 and 0.9. The case $f=0$ isolates the cause of the extra growth: ligands are still lost at rate $d$, but no site reopens, and the uptake stays at one atom per site.

For the time dependence, solve Eq.~\eqref{empty} for $a\epsilon=fd\,\theta-\epsilon'$ and integrate:
\begin{equation}
M(t)=1-\epsilon(t)+fd\int_0^t\theta\,dt' .
\end{equation}
Take $r\ll1$ and a time after the first filling. Empty sites are refilled almost at once, so $\epsilon\approx fr\,\theta$ is of order $r$. Adding the two rate equations gives $(\epsilon+\theta)'=-(1-f)d\,\theta$. To leading order in $r$ this is $\theta'=-(1-f)d\,\theta$, starting from $\theta\approx1$, because the filling time $1/a$ is short compared with $1/d$. Thus $\theta\approx e^{-(1-f)dt}$ and
\begin{equation}
M(t)\approx1+\frac{f}{1-f}\left[1-e^{-(1-f)dt}\right]. \label{dying}
\end{equation}

For $f\to1$ the bracket tends to $(1-f)dt$ and $M\approx1+dt$ returns. For $f<1$, expanding to second order,
\begin{equation}
M\approx1+f\,dt\left[1-\tfrac12(1-f)dt\right],
\end{equation}
so the rise is linear, with slope $fd$, only while $(1-f)dt\ll1$. Later it bends over towards a second, true saturation at $1/(1-f)$. The early slope then measures $fd$, not $d$, and a line fitted later measures neither: with $f=0.8$ at 550 K the fit between 5 and 20 s gives $S/I=0.074$ s$^{-1}$, against $fd=0.144$ s$^{-1}$.

With $f=0.8$ and $dt=3$, Eq.~\eqref{dying} gives $1+4(1-e^{-0.6})=2.80$ atoms per site, whereas the straight line $1+f\,dt$ would give 3.40. The full rate equations differ from Eq.~\eqref{dying} by 0.019 atoms per site at $r=0.01$ and by 0.0019 at $r=0.001$, the tenfold reduction expected of an error of order $r$.

\section{Where the result stops}

Equation~\eqref{main} describes a uniform pressure acting on independent sites. If the precursor is depleted along the surface, $a$ varies with place and time and the equation no longer applies as it stands. If neighbouring ligands influence each other, $d$ depends on coverage and the site balance is no longer linear in $\theta$. The difference between dose and duration rests on $d$ being independent of pressure: if ligand loss were driven by arriving precursor, $d\propto p$, the late rise would remain but both pulses of the opening would deposit the same amount.

Intact desorption must be kept apart from ligand loss. Both reopen sites, but desorption takes the atom away. If it were the sole loss process, the atoms retained would equal the covered sites, and the net deposit could not exceed one per site. A late rise above one layer therefore needs, within this class of models, a process that frees the site and leaves the atom behind.

Ligand loss may continue during the purge. It deposits nothing there, since no precursor is present, and the coreactant then resets the surface. Under these assumptions the purge duration does not enter $G$. If precursor lingers in the purge, growth continues there at a falling pressure. The rate equations must then be integrated with a time-dependent $a$; adding a time to $t$ at full pressure is no substitute. Adding the whole time during which precursor is present overestimates the growth, but adding only the decay time of the pressure can underestimate it, since reopened sites are still refilled after the pressure has dropped: at 550 K, after a 1 s pulse, an exponential tail with a decay time of 1 s adds 0.61 atoms per site, and one extra second at full pressure adds 0.18. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
largest error of formula against integration: 4.4e-11
random sites: a = 5.0 1/s, d = 1.0 1/s, t = 4.0 s, 200000 sites
  mean atoms per site 4.0326 +- 0.0034, formula 4.0278
plateau limit r = exp(-2) = 0.1353
test at r = 0.01: flattest (a+d)t numerical 6.27, formula 6.267
reopening probability 0.0: total atoms per site 1.0000
reopening probability 0.5: total atoms per site 2.0000
reopening probability 0.9: total atoms per site 10.0000
f = 0.8, d*t = 3: slow law 2.8048 atoms per site; error 0.0192 at r=0.01, 0.00193 at r=0.001
model: mass 200.0 u, pressure 1.0 Pa, sticking 0.01
model: sites 4.0 nm^-2, film 40.0 nm^-3, one atom per site = 0.100 nm
model: attempt rate 1e+13 1/s, barrier 1.5 eV
flux at 550 K: 7944 nm^-2 s^-1
T = 500 K: a = 20.830 1/s, d = 0.00760 1/s, r = 0.000365
  flattest pulse: (a+d)t = 10.128, t = 0.486 s, growth 0.1003 nm, 0.0009 nm per decade
T = 550 K: a = 19.860 1/s, d = 0.17995 1/s, r = 0.009061
  flattest pulse: (a+d)t = 6.388, t = 0.319 s, growth 0.1037 nm, 0.0155 nm per decade
T = 600 K: a = 19.015 1/s, d = 2.51510 1/s, r = 0.132270
  flattest pulse: (a+d)t = 2.230, t = 0.104 s, growth 0.0926 nm, 0.0960 nm per decade
T = 650 K: a = 18.269 1/s, d = 23.42840 1/s, r = 1.282420
  no plateau on the logarithmic time axis
plateau vanishes at T = 600.5 K
growth per cycle in nm (no loss at 550 K; 500 K; 550 K):
  t =  0.03 s: 0.0449; 0.0465; 0.0449
  t =  0.10 s: 0.0863; 0.0876; 0.0868
  t =  0.30 s: 0.0997; 0.1000; 0.1033
  t =  1.00 s: 0.1000; 0.1007; 0.1160
  t =  3.00 s: 0.1000; 0.1022; 0.1517
  t = 10.00 s: 0.1000; 0.1075; 0.2765
  t = 30.00 s: 0.1000; 0.1227; 0.6332
550 K late line: slope 0.01783 nm/s, intercept 0.09821 nm
550 K slope/intercept = 0.18158 1/s
550 K late slope at 10 Pa / at 1 Pa = 1.00815
550 K, dose 10 Pa s: 1 Pa for 10 s 0.2765 nm; 10 Pa for 1 s 0.1178 nm
\end{verbatim}
